# Why randomly placed vacancies and interstitials outlast mean-field recombination

Someone computing how a damaged crystal recovers on annealing may have to choose between two kinds of calculation. A rate equation for the average defect density takes seconds to solve. A simulation that keeps the position of every defect is far more costly, and its box must be large. The choice depends on whether the average density contains enough information to predict its own decay. For equal, dilute and randomly placed populations of vacancies and interstitials it does at first, and later it does not.

## The model and its mean-field answer

Let $a(\mathbf r,t)$ and $b(\mathbf r,t)$ be the local densities of interstitials and vacancies. Both have the mean value $n(t)$, with $n(0)=n_0$. Every defect is placed independently of all the others. Both species diffuse in three dimensions with the same coefficient $D$, and an unlike pair annihilates when its separation reaches $R$. Like defects ignore each other, and there are no sinks and no long-range forces.

Around one defect, the steady density of partners that vanishes at $r=R$ and tends to $n$ far away is $n(1-R/r)$. Its slope at $r=R$ is $n/R$. The relative diffusion coefficient is $D+D=2D$, so the inward flux through the sphere is

$$4\pi R^2\cdot 2D\cdot\frac nR=Kn,\qquad K=8\pi RD .$$

If every defect always sees the average density of partners, then $dn/dt=-Kn^2$. Hence $d(1/n)/dt=K$, and

$$n_{\rm mf}=\frac{1}{1/n_0+Kt}\;\to\;\frac1{Kt}.$$

The weak point is the assumption that partners are always present at their average density.

## What recombination cannot remove

When the densities vary slowly over the distance $R$, the same rate can be applied locally:

$$\partial_t a=D\nabla^2a-Kab,\qquad \partial_t b=D\nabla^2b-Kab .$$

Subtracting the two equations cancels the reaction term. The difference $\phi=a-b$ therefore obeys

$$\partial_t\phi=D\nabla^2\phi .$$

Annihilation takes one defect of each kind, so it cannot change a local surplus. A region that starts with too many vacancies keeps that surplus until diffusion carries it away, however fast the reaction is.

Random placement guarantees such surpluses. In a volume $V$ the number of each species has variance $n_0V$. The two numbers are independent, so their difference has variance $2n_0V$. Written locally, this is

$$\langle\phi_0(\mathbf r)\phi_0(\mathbf r')\rangle=2n_0\,\delta(\mathbf r-\mathbf r').$$

Diffusion spreads each point with the kernel $G=(4\pi Dt)^{-3/2}e^{-r^2/4Dt}$. The variance of $\phi$ at time $t$ is then

$$\sigma^2=2n_0\int G^2\,d^3r=2n_0\frac{(2\pi Dt)^{3/2}}{(4\pi Dt)^3}=2n_0(8\pi Dt)^{-3/2}.$$

Once $n_0(8\pi Dt)^{3/2}\gg1$, many initial defects contribute to $\phi$ at each point, and $\phi$ is nearly Gaussian. A Gaussian variable of zero mean has $\langle|\phi|\rangle=\sigma\sqrt{2/\pi}$.

Since $a$ and $b$ are not negative, $a+b\ge|a-b|$. Averaging and halving gives a lower bound on the density:

$$n\ge m\equiv\tfrac12\langle|\phi|\rangle=\frac{\sigma}{\sqrt{2\pi}}=\sqrt{\frac{n_0}{\pi}}\,(8\pi Dt)^{-3/4}.$$

A density that stays above a multiple of $t^{-3/4}$ cannot follow $1/t$ for ever.

## Why the bound becomes the law

It remains to show that little survives beyond this unavoidable surplus. Let $w=n-m$ and $s=a+b$, so that $w=\tfrac12\langle s-|\phi|\rangle$. Because $s\ge|\phi|$,

$$(s-|\phi|)^2\le(s-|\phi|)(s+|\phi|)=s^2-\phi^2=4ab .$$

Thus $s-|\phi|\le2\sqrt{ab}$, and $w\le\langle\sqrt{ab}\rangle\le\sqrt{\langle ab\rangle}$. The last step holds because the square of a mean never exceeds the mean of the square.

The average of $\nabla^2a$ vanishes in a statistically uniform crystal, so $dn/dt=-K\langle ab\rangle\le-Kw^2$. Since $m\propto t^{-3/4}$, we also have $-dm/dt=3m/4t$. Together,

$$\frac{dw}{dt}\le-Kw^2+\frac{3m}{4t}.$$

Let $u$ solve this with an equality sign, starting no lower than $w$. Then $w$ stays at or below $u$. At late times the two terms on the right balance:

$$u\simeq\sqrt{\frac{3m}{4Kt}}\propto t^{-7/8}.$$

The neglected derivative $du/dt\propto t^{-15/8}$ is smaller than the balanced terms, which fall as $t^{-7/4}$, so the balance is consistent. Because $u/m\propto t^{-1/8}$ tends to zero, $n/m\to1$. Within the local rate equations, the late density is

$$n\to\sqrt{\frac{n_0}{\pi}}\,(8\pi Dt)^{-3/4}.$$

The vanishing of $w/m$ also gives the physical picture. Almost everywhere one species is missing, and the crystal has divided into interstitial-rich and vacancy-rich domains whose size grows as $\sqrt{Dt}$. Most defects have no partner nearby and must wait for diffusion to bring one across a domain.

The approach is slow, since $t^{-1/8}$ changes by only a quarter when time grows tenfold. This is the rate at which the bound closes; the true excess may shrink faster.

## When the change of law occurs

Set $X=8\pi Dt$, so that $Kt=RX$. The two late-time laws cross when

$$\sqrt{\frac{n_0}{\pi}}\,X^{-3/4}=\frac1{RX}
\;\Rightarrow\;X^{1/4}=\frac1R\sqrt{\frac{\pi}{n_0}}
\;\Rightarrow\;8\pi Dt_x=\frac{\pi^2}{n_0^2R^4}.$$

The density there is $n_x=1/(RX)=n_0^2R^3/\pi^2$, or

$$\frac{n_x}{n_0}=\frac{n_0R^3}{\pi^2}.$$

When defects start far apart compared with $R$, this ratio is small. Mean field then describes most of the recombination, apart from an early correction to $K$, and the slower law governs the survivors. The correction arises because the steady profile around a defect takes time to form. Until then the capture rate is larger than $K$ by the factor $1+R/\sqrt{2\pi Dt}$.

## Changing the cause

The explanation can be tested by removing its ingredients one at a time. Random walkers were followed on a periodic lattice of $80^3$ sites, starting with 100 of each species per site and annihilating on shared sites. The high initial density brings the crossover early. Between steps 16 and 64 the density fell with exponent $-0.80$. At step 64 it was 0.072 per site, against 0.058 for the lower bound computed from the same initial positions and 0.018 for $1/(Kt)$. The local rate equations, started from the same configuration, also gave 0.072. The exponent comes from one finite box that is still approaching its limit, so it supports the value $-3/4$ without fixing it closely.

When all positions were drawn afresh at every step, so that no domain could survive, the exponent over the same interval was $-1.00$. This control started from a lower density, 2 per site.

Random placement can also be removed. Suppose each vacancy starts near its own interstitial, with a Gaussian displacement of variance $\ell^2$ along each axis. A pair with displacement $\mathbf d$ contributes to the spectrum of $\phi_0$ in proportion to

$$\langle|1-e^{i\mathbf k\cdot\mathbf d}|^2\rangle=2\left(1-e^{-k^2\ell^2/2}\right).$$

For independent placement the factor is 2. Diffusion multiplies the spectrum by $e^{-2Dk^2t}$. In the second term the exponent $2Dt$ therefore becomes $2Dt+\ell^2/2$. Since $\int e^{-\alpha k^2}d^3k\propto\alpha^{-3/2}$, the variance $\sigma^2$ is multiplied by

$$F=1-\left(1+\frac{\ell^2}{4Dt}\right)^{-3/2}\simeq\frac{3\ell^2}{8Dt}.$$

Now $m\propto\sigma$ falls as $t^{-5/4}$, faster than $1/t$. The surplus is still conserved, but at long wavelengths there is hardly any of it. Lattice walkers started as close pairs gave an exponent of $-1.09$ over steps 16 to 64. The three-quarters law thus needs local surpluses that only diffusion can remove, and an initial placement, such as the independent one, that supplies them at long wavelengths.

## A rough case: cold, irradiated calcium

Calcium is a metal, so its electrons screen charged defects; elastic forces between defects are not screened and are left out of the model, and its fcc lattice is taken here to let interstitials hop in three dimensions. The inputs are rough or chosen values: lattice constant 0.56 nm, defect fraction $10^{-3}$, a recombination volume of 100 atoms, and interstitial diffusivity $10^{-12}$ cm²/s. The equal-mobility model keeps the sum of the two diffusivities, which gives $D=50$ nm²/s for each species.

With four atoms per cubic cell, $n_0=10^{-3}\times4/0.56^3=0.0228$ nm⁻³. A sphere holding 100 atoms has $R=1.02$ nm. Then $K=8\pi RD\approx1280$ nm³/s, and the crossover formulas give

$$t_x\approx14\ \text{s},\qquad n_x\approx5.5\times10^{-5}\ \text{nm}^{-3}\approx0.0024\,n_0 .$$

The early correction to $K$ is not negligible here: at the mean-field half-life, $1/(Kn_0)\approx0.03$ s, the isolated-pair formula still raises the capture rate by about 30%. The net rise is nearer 20%, because the two species have already begun to separate. In addition, a defect has on average 0.1 partners inside its recombination volume at the start, and these pairs vanish at once. Constant $K$ therefore overestimates the early density, but the correction to the rate is only 1.5% at $t_x$.

More than 99% of the defects have gone by $t_x$. The change of law is gradual, however. The ratio of $m$ to the mean-field density is smallest at $t=3/(Kn_0)$, where it equals $4\cdot3^{-3/4}(n_x/n_0)^{1/4}\approx0.39$, so at this damage level the conserved surplus is never a small part of the density. At $T=100\,t_x\approx1420$ s,

$$m=100^{-3/4}n_x\approx1.7\times10^{-6}\ \text{nm}^{-3}=1.7\times10^{15}\ \text{cm}^{-3}.$$

Mean field gives $n_x/100\approx5.5\times10^{-7}$ nm⁻³, lower by a factor of 3.2. Solving the equation for $u$ numerically allows $n$ to exceed $m$ by at most 65% at this time, so the model density lies between $1.7$ and $2.9\times10^{-6}$ nm⁻³. The largest allowed excess is still 32% at $10^4\,t_x$.

## How real crystals break the law

**Unequal mobility.** With a migration barrier higher by roughly 0.4 eV, vacancies at 50 K are slower than interstitials by about 40 powers of ten. In the segregated state, $\partial_t\phi=\nabla^2[D(\phi)\phi]$, where $D(\phi)$ depends only on the sign of $\phi$. This equation is unchanged when $\phi$ is multiplied by a positive constant. Stretching lengths by $\lambda$ and times by $\lambda^2$ rescales the random initial field by $\lambda^{-3/2}$, which again suggests $t^{-3/4}$. This is a scaling argument, not a proof. Lattice walkers with frozen vacancies gave an exponent of $-0.82$ between steps 32 and 128, and a density 1.7 times that of the equal-mobility run at the same $(D_I+D_V)t$. In that run the frozen vacancies start many to a site, so the factor may differ for isolated vacancies in a crystal. If it does carry over, the calcium range becomes about $3$ to $5\times10^{-6}$ nm⁻³. The lower end is probably too low: the equal-mobility run lay 23% above $m$, and measured against $m$ the factor is 2.1, which would give $3.7\times10^{-6}$ nm⁻³.

**Binding between like defects.** In a segregated crystal a defect mostly meets its own kind. The density it sees is

$$\frac{\langle a^2\rangle}{\langle a\rangle}=\frac{\sigma^2/2}{\sigma/\sqrt{2\pi}}=\pi m .$$

With the same capture radius for like pairs, and with $Kmt=(t/t_x)^{1/4}$, the number of like encounters per defect from $t_x$ to $T$ is

$$\int_{t_x}^{T}\pi Km\,dt=4\pi\left[\left(\frac{T}{t_x}\right)^{1/4}-1\right]\approx27 .$$

At least six more encounters occur before $t_x$, and if only interstitials move, two of them meet with twice the relative diffusivity used here, which brings their total above 60. The law therefore needs a binding chance per encounter well below one in sixty. Interstitials in metals can cluster, so this assumption is doubtful, and the density above should not be read as a forecast for calcium.

**Pair production.** Irradiation creates vacancies and interstitials together. For a separation of 5 nm rms per axis, $\sqrt F$ at $T$ is 0.0115. The initial surplus then supports only about $2\times10^{-8}$ nm⁻³. The random steps of individual defects, which the smooth equations leave out, add a surplus two to three times as large. The total is still far below the mean-field density, and the slow law is hidden. For the initial surplus even to equal the mean-field density at $T$, the separation would have to be about 140 nm per axis. The slow law therefore requires some process that separates the partners this widely, or more, before recombination starts.

**Unequal numbers and sinks.** An overall imbalance of only $8\times10^{-5}n_0$ equals $m$ at $T$. Dislocations at $10^7$ cm⁻² would by then have absorbed interstitials amounting to about 7% of $m$, if the loss rate per interstitial is taken as dislocation density times diffusivity and the density after $t_x$ as $m$. The true density is higher than $m$, so the loss is somewhat larger. Ten times more dislocations would make it comparable with $m$ itself.

The defect fraction also represents heavy damage. A fraction ten times smaller, with $R$ and $D$ fixed, delays the crossover a hundredfold, because $t_x\propto n_0^{-2}$.

For the calculation that opened this essay, the average-density equation, with the early correction to $K$ where it matters, is adequate in this model only while $n$ is far above $n_x$. A factor of ten leaves little margin: in the calcium example this equation underestimates the density by roughly 10% at $t_x/100$ and by roughly 30% when constant-$K$ mean field gives $10n_x$. At lower densities, if placement is independent and like defects do not bind, the spatial arrangement matters, though local rate equations may capture it without following every defect. A simulation box must then span many domains: in the example $\sqrt{8\pi DT}$ is already 1.3 µm. The values behind these estimates are in the numerical output below.

## Computed values

```
LATTICE TESTS (site spacing and step as units)
initial density per species: 100 per site; box 80^3 sites
exponent of smoothed random field, steps 8-64: -0.729
field m / analytic law at step 64: 1.027
own-kind density seen / mean density: 3.144
exponent, random walkers, steps 16-64: -0.804
exponent, close pairs, steps 16-64: -1.086
exponent, stirred walkers, steps 16-64: -0.996
exponent, frozen vacancies, steps 32-128: -0.816
frozen / equal-mobility density, same (D_I+D_V)t: 1.720
lattice rate constant K: 0.8687 sites per step
step 64, random walkers: 0.07177 per site
step 64, close pairs: 0.02766 per site
step 64, lower bound m: 0.05815 per site
step 64, local rate equations: 0.07179 per site
step 64, upper bound: 0.09624 per site
step 64, mean field 1/(Kt): 0.01799 per site
sphere capture flux, numerical / formula: 1.0000
EXAMPLE (rough fcc calcium regime)
lattice constant: 0.56 nm; defect fraction: 1e-03
recombination volume: 100 atoms
interstitial diffusivity: 1e-12 cm2/s
model D for each species: 50 nm2/s
initial density n0: 0.02278 nm^-3
capture radius R: 1.016 nm
rate constant K: 1276.5 nm3/s
crossover time t_x: 14.22 s
crossover density n_x: 5.509e-05 nm^-3; n_x/n0: 2.419e-03
reading time T = 100 t_x: 1422 s
fluctuation law at T: 1.742e-06 nm^-3 = 1.742e+15 cm^-3
upper bound at T: 2.878e-06 nm^-3
mean field at T: 5.509e-07 nm^-3
fluctuation law / mean field at T: 3.162
domain length sqrt(8 pi D T): 1337 nm
largest (n-m)/m at t/t_x = 1e+02: 0.652
largest (n-m)/m at t/t_x = 1e+04: 0.322
largest (n-m)/m at t/t_x = 1e+08: 0.091
NEGLECTED EFFECTS
temperature: 50 K; rough barrier gap: 0.4 eV
log10(D_V/D_I), equal prefactors: -40.3
dislocation density: 1e+07 cm^-2
interstitials lost to sinks by T / n(T): 0.066
number imbalance that equals n(T), over n0: 7.65e-05
pair separation, rms per axis: 5 nm
fluctuation amplitude left for such pairs at T: 0.0115
like-defect encounters per defect, t_x to T: 27.2
relative transient in K at t_x: 0.0152
```
